\section*{Refractive index of a relaxor with randomly oriented polar nanoregions, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: from local polarization to averaged optics}

In the picture used here, a relaxor ferroelectric contains polar nanoregions: small volumes with a local polarization, embedded in a matrix that is less polar or not polar at all. Their directions can be distributed so that the sample as a whole has no polarization. The problem asks what such a sample does to the refractive index.

The setting is as follows. Without polarization the crystal is cubic, has the full symmetry of a cube including inversion, does not absorb, and has refractive index $n_0$. The local polarization $\mathbf P(\mathbf r)$ comes from slow ionic displacements and does not change during one optical period. The relative permittivity at the optical frequency is a real, symmetric, positive tensor $\varepsilon(\mathbf r)$. Its inverse $B(\mathbf r)=\varepsilon(\mathbf r)^{-1}$ is the impermeability. Angle brackets denote an average over a volume that contains many regions. The regions are much smaller than the optical wavelength, and scattering is neglected.

For numbers, take round model parameters that stand for no particular material: $n_0=2.5$ and a polarization of magnitude $P_s=0.30\ \mathrm{C/m^2}$ in each polar region. The sample is a periodic cell of $7\times7\times7=343$ equal cubes, of which 240 are polar and 103 are not.

\subsection*{(a) How does the local polarization enter the local impermeability?}

\textit{Find the lowest-order dependence of $B_{ij}$ on $\mathbf P$ that the symmetry of the parent crystal allows, and count its independent coefficients.}

\textbf{Solution.} Assume that $B$ at a point depends on $\mathbf P$ at the same point, and expand in powers of $\mathbf P$, with repeated indices summed:
\begin{equation}
B_{ij}=B_0\delta_{ij}+f_{ijk}P_k+g_{ijkl}P_kP_l+\dots,\qquad B_0=\frac{1}{n_0^2}.
\end{equation}
The coefficients belong to the parent crystal, so they are unchanged by each of its symmetry operations.

Inversion reverses $\mathbf P$ but leaves a second-rank tensor such as $B$ as it is. The expansion must therefore give the same $B$ for $\mathbf P$ and $-\mathbf P$. This requires $f_{ijk}=0$, and it removes every other odd power too. The first correction is quadratic and the next one is quartic.

The mirror operation $x\to-x$ multiplies $g_{ijkl}$ by $-1$ for each index equal to $x$. A component with an odd number of $x$ indices would have to equal its own negative, so it vanishes. The same holds for $y$ and $z$. The surviving components have indices that occur in pairs: $g_{xxxx}$, $g_{xxyy}$, $g_{xyxy}$ and their relatives. The cube also has operations that interchange the axes in any way, so all components of one type are equal. Three independent coefficients remain:
\begin{equation}
g_{11}=g_{xxxx},\qquad g_{12}=g_{xxyy},\qquad g_{44}=2g_{xyxy}.
\end{equation}
The factor 2 is a convention. It absorbs the two equal terms in $B_{xy}=g_{xyxy}P_xP_y+g_{xyyx}P_yP_x$. With it,
\begin{align}
B_{xx}&=B_0+g_{11}P_x^2+g_{12}(P_y^2+P_z^2),\label{eq:diag}\\
B_{xy}&=g_{44}P_xP_y,\label{eq:off}
\end{align}
and the other components follow by renaming the axes. The coefficients have the unit $\mathrm{m^4/C^2}$.

The values of $g$ depend on the elastic state. A polar region tends to change its shape in proportion to the square of its polarization, and strain alters the impermeability. If the region is free to deform, this contribution is part of $g$; if it is held rigid, it is absent. A region inside a matrix is partly constrained: its strain depends on its shape and on the stiffness of both materials, and it can also reach into the surroundings. The local law above neglects the strain outside the regions and assumes that the constraint can be described by the same three coefficients in every region. The model values are $g_{11}=0.15$, $g_{12}=0.03$ and $g_{44}=0.12\ \mathrm{m^4/C^2}$. They satisfy $g_{44}=g_{11}-g_{12}$. In this special case the law reads $B_{ij}=(B_0+g_{12}P^2)\delta_{ij}+g_{44}P_iP_j$ and is unchanged by any rotation, so these values carry no cubic anisotropy. The derivations below do not use this property, and the second set of coefficients in part (g) does not have it.

\subsection*{(b) What survives when the macroscopic polarization vanishes?}

\textit{Separate the mean-square polarization into a macroscopic and a fluctuating part. Evaluate it for regions of equal magnitude $P_s$ that fill a volume fraction $f$.}

\textbf{Solution.} Write $\mathbf P=\langle\mathbf P\rangle+\mathbf p$, which defines the deviation $\mathbf p$. Averaging this equation gives $\langle\mathbf p\rangle=0$. Then
\begin{align}
\langle P^2\rangle
&=|\langle\mathbf P\rangle|^2+2\langle\mathbf P\rangle\cdot\langle\mathbf p\rangle+\langle p^2\rangle\nonumber\\
&=|\langle\mathbf P\rangle|^2+\langle p^2\rangle .
\end{align}
The cross term vanishes because $\langle\mathbf p\rangle=0$. A measurement of the macroscopic polarization gives $\langle\mathbf P\rangle$. When this is zero, the first term is absent, but the second remains positive as long as there is local polarization anywhere.

If the regions have magnitude $P_s$ and the matrix has none, a fraction $f$ of the volume contributes $P_s^2$ and the rest contributes zero:
\begin{equation}
\langle P^2\rangle=fP_s^2 .
\end{equation}
The directions do not enter. In the model cell
\begin{align}
f&=\frac{240}{343}=0.69971,\\
\langle P^2\rangle&=0.69971\times(0.30)^2\ \mathrm{C^2/m^4}=0.06297\ \mathrm{C^2/m^4}.
\end{align}
The root-mean-square polarization is $P_{\rm rms}=\sqrt{\langle P^2\rangle}=0.251\ \mathrm{C/m^2}$, although the polarization vectors of the cell add up to zero.

The sign of $\mathbf P$ matters for the first average and not for the second. Two neighbouring regions with opposite polarizations cancel in $\langle\mathbf P\rangle$. By part (a) they have the same impermeability, so their optical changes add.

\subsection*{(c) What is the average impermeability for random orientations?}

\textit{Let the orientations be random in the following sense: the statistical distribution of $\mathbf P$ is unchanged by every symmetry operation of the cube. Calculate $\langle\mathbf P\rangle$, $\langle P_iP_j\rangle$ and $\langle B_{ij}\rangle$.}

\textbf{Solution.} The condition covers two physical situations. The directions may be spread uniformly over the sphere, or the regions may choose with equal probability among equivalent crystal directions, such as the eight directions along the body diagonals of the cube.

Inversion is one of the operations, so $\mathbf P$ and $-\mathbf P$ are equally probable and $\langle\mathbf P\rangle=0$. The mirror operation $x\to-x$ changes the sign of $P_xP_y$. Since the distribution is unchanged, $\langle P_xP_y\rangle=-\langle P_xP_y\rangle=0$, and likewise for the other mixed products. Interchanging the axes shows that $\langle P_x^2\rangle=\langle P_y^2\rangle=\langle P_z^2\rangle$. These three averages add up to $\langle P^2\rangle$, so each is one third of it:
\begin{equation}
\langle P_iP_j\rangle=\frac{\langle P^2\rangle}{3}\,\delta_{ij}.
\label{eq:second}
\end{equation}
For the uniform sphere this can be confirmed by direct integration. With $P_z=P_s\cos\theta$,
\begin{equation}
\frac{1}{4\pi}\int_0^{2\pi}d\phi\int_0^{\pi}\cos^2\theta\,\sin\theta\,d\theta
=\frac12\int_{-1}^{1}u^2\,du=\frac13 ,
\end{equation}
where $u=\cos\theta$.

Now average the local law. Inserting Eq.~\eqref{eq:second} into Eq.~\eqref{eq:diag} gives
\begin{align}
\langle B_{xx}\rangle
&=B_0+g_{11}\frac{\langle P^2\rangle}{3}+g_{12}\,\frac{2\langle P^2\rangle}{3}\nonumber\\
&=B_0+\bar g\,\langle P^2\rangle,\qquad \bar g=\frac{g_{11}+2g_{12}}{3}.
\end{align}
The off-diagonal components average to zero by Eqs.~\eqref{eq:off} and \eqref{eq:second}. Hence
\begin{equation}
\langle B\rangle=(B_0+b)\,I,\qquad b=\bar g\,\langle P^2\rangle ,
\label{eq:avB}
\end{equation}
with $I$ the unit tensor. Numerical integration over the sphere confirms this average, and so do sums over the directions of the types $\langle100\rangle$, $\langle110\rangle$ and $\langle111\rangle$.

The combination $\bar g$ has a simple meaning. In a single region, the sum of the three diagonal components is
\begin{equation}
B_{xx}+B_{yy}+B_{zz}=3B_0+(g_{11}+2g_{12})P^2=3B_0+3\bar gP^2 ,
\end{equation}
because each $P_i^2$ appears once with $g_{11}$ and twice with $g_{12}$. This sum does not depend on the direction of $\mathbf P$. The polarization thus changes the local impermeability in two ways: a change common to all light polarizations, equal to $\bar gP^2$, and an anisotropic change whose diagonal sum is zero. Random orientation averages out the second and leaves the first.

For the model,
\begin{align}
\bar g&=\frac{0.15+2\times0.03}{3}\ \mathrm{m^4/C^2}=0.0700\ \mathrm{m^4/C^2},\\
b&=0.0700\times0.062974=0.004408 .
\end{align}
The parent value is $B_0=1/2.5^2=0.16$, so the average impermeability rises by about $2.8\%$ of $B_0$.

\subsection*{(d) Which average does light experience?}

\textit{The refractive index follows from an effective permittivity, and the average of an inverse is in general different from the inverse of an average. Define the effective permittivity in the long-wavelength limit and enclose it between two bounds that hold for any arrangement of the regions.}

\textbf{Solution.} Let $\ell$ be the size of a region and $\lambda$ the vacuum wavelength. By Faraday's law, the curl of the optical electric field can change that field over the distance $\ell$ by a relative amount of order $2\pi n_0\ell/\lambda$. For $\ell\ll\lambda/(2\pi n_0)$ this is negligible on the scale of the regions, and the local fields obey
\begin{equation}
\nabla\times\mathbf E=0,\qquad \nabla\cdot\mathbf D=0,\qquad \mathbf D=\varepsilon\mathbf E .
\end{equation}
The vacuum permittivity has been divided out of $\mathbf D$. The wave itself varies slowly over many regions, and it responds to the averages of these fields. The effective permittivity is therefore defined by
\begin{equation}
\langle\mathbf D\rangle=\varepsilon_{\rm eff}\,\bar{\mathbf E},\qquad \bar{\mathbf E}=\langle\mathbf E\rangle .
\end{equation}

Take a periodic cell. A curl-free periodic field with zero mean can be written as $\mathbf u=-\nabla\psi$ with periodic $\psi$. Its average product with $\mathbf D$ vanishes:
\begin{equation}
\langle\mathbf u\cdot\mathbf D\rangle
=-\langle\nabla\cdot(\psi\mathbf D)\rangle+\langle\psi\,\nabla\cdot\mathbf D\rangle=0 .
\label{eq:orth}
\end{equation}
The first term is a surface integral that cancels between opposite faces of the cell, and the second contains $\nabla\cdot\mathbf D=0$. Choosing $\mathbf u=\mathbf E-\bar{\mathbf E}$ gives
\begin{equation}
\langle\mathbf E\cdot\varepsilon\mathbf E\rangle
=\bar{\mathbf E}\cdot\langle\mathbf D\rangle
=\bar{\mathbf E}\cdot\varepsilon_{\rm eff}\bar{\mathbf E}.
\label{eq:energy}
\end{equation}

\emph{Upper bound.} Write the uniform field as $\bar{\mathbf E}=\mathbf E+\mathbf u$, now with $\mathbf u=\bar{\mathbf E}-\mathbf E$. Since $\varepsilon$ is symmetric,
\begin{align}
\bar{\mathbf E}\cdot\langle\varepsilon\rangle\bar{\mathbf E}
&=\langle\mathbf E\cdot\varepsilon\mathbf E\rangle+2\langle\mathbf u\cdot\mathbf D\rangle+\langle\mathbf u\cdot\varepsilon\mathbf u\rangle\nonumber\\
&\ge\bar{\mathbf E}\cdot\varepsilon_{\rm eff}\bar{\mathbf E}.
\end{align}
The middle term is zero by Eq.~\eqref{eq:orth}, and the last is not negative because $\varepsilon$ is positive.

\emph{Lower bound.} For any constant vector $\bar{\mathbf D}$, positivity of $\varepsilon$ gives
\begin{align}
0&\le\langle(\mathbf E-B\bar{\mathbf D})\cdot\varepsilon(\mathbf E-B\bar{\mathbf D})\rangle\nonumber\\
&=\bar{\mathbf E}\cdot\varepsilon_{\rm eff}\bar{\mathbf E}-2\,\bar{\mathbf E}\cdot\bar{\mathbf D}+\bar{\mathbf D}\cdot\langle B\rangle\bar{\mathbf D}.
\end{align}
Here $\varepsilon B=I$ was used in the second and third terms. Choose $\bar{\mathbf D}=\langle B\rangle^{-1}\bar{\mathbf E}$. The last two terms then combine to $-\bar{\mathbf E}\cdot\langle B\rangle^{-1}\bar{\mathbf E}$.

Both results hold for every $\bar{\mathbf E}$. In the sense of these quadratic forms,
\begin{equation}
\langle B\rangle^{-1}\le\varepsilon_{\rm eff}\le\langle\varepsilon\rangle .
\label{eq:bounds}
\end{equation}
The upper bound corresponds to a uniform electric field and the lower one to a uniform displacement. Neither derivation uses the shape, placement or orientation of the regions.

\section*{Second half: from averaged optics to the refractive index}

The following is taken from the first half. The parent crystal has index $n_0$ and impermeability $B_0=1/n_0^2$. The local polarization $\mathbf P$ changes the impermeability $B=\varepsilon^{-1}$ by $g_{11}P_x^2+g_{12}(P_y^2+P_z^2)$ in the component $xx$ and by $g_{44}P_xP_y$ in the component $xy$, and correspondingly for the other axes. For random orientations $\langle\mathbf P\rangle=0$, while
\begin{equation}
\langle B\rangle=(B_0+b)I,\quad b=\bar g\langle P^2\rangle,\quad \bar g=\frac{g_{11}+2g_{12}}{3}.
\end{equation}
The effective optical permittivity obeys $\langle B\rangle^{-1}\le\varepsilon_{\rm eff}\le\langle\varepsilon\rangle$ for any arrangement of regions much smaller than the wavelength. The model has $n_0=2.5$, $g_{11}=0.15$, $g_{12}=0.03$, $g_{44}=0.12$ and $\bar g=0.0700\ \mathrm{m^4/C^2}$, $\langle P^2\rangle=0.06297\ \mathrm{C^2/m^4}$ and $b=0.004408$.

This part has shown that randomly oriented polar regions with no net polarization still shift the average impermeability by $b=\bar g\langle P^2\rangle$, and it has enclosed the effective permittivity between two bounds. It remains to obtain the refractive-index change from these bounds, locate the effective permittivity between them, examine when the index is isotropic, and see what a measured index change can reveal.
